# Löwdin partitioning: an effective Hamiltonian whose branches never increase between poles, part 2

A Hermitian matrix \(H\), in an orthonormal basis, is split into \(n_A\) retained states (space \(A\)) and \(n_B\) eliminated states (space \(B\)), with blocks \(H_{AA}\), \(H_{AB}\), \(H_{BA}=H_{AB}^\dagger\), \(H_{BB}\). The problem is to find the levels of \(H\) from an energy-dependent matrix on \(A\). With \(H_{BB}=\sum_b b\,P_b\) (distinct eigenvalues \(b\), orthogonal projectors \(P_b\)) and real \(E\) different from every \(b\),
\[
G(E)=(E-H_{BB})^{-1}=\sum_b\frac{P_b}{E-b},\qquad H_{\rm eff}(E)=H_{AA}+H_{AB}\,G(E)\,H_{BA}.
\]
The ordered eigenvalues \(\lambda_1(E)\le\dots\le\lambda_{n_A}(E)\) of \(H_{\rm eff}(E)\) are the branches. \(\|M\|\) is the largest absolute eigenvalue of a Hermitian \(M\). Units are SI; energies in the example are in attojoules, \(1\ \mathrm{aJ}=10^{-18}\ \mathrm{J}\).

Earlier results:

(a) A real \(E\) outside the spectrum of \(H_{BB}\) is an eigenvalue of \(H\) if and only if \(E=\lambda_j(E)\) for some \(j\), with equal multiplicities.

(b) The numbers of eigenvalues below \(E\) obey
\[
N_H(<E)=N_{BB}(<E)+\#\{j:\lambda_j(E)<E\}.
\]

(c) With \(R_b=H_{AB}P_bH_{BA}\ge0\), the \(b\) with \(R_b\ne0\) are the poles; the others are removable. The difference identity is
\[
H_{\rm eff}(E_1)-H_{\rm eff}(E_2)=(E_2-E_1)\sum_b\frac{R_b}{(E_1-b)(E_2-b)}=(E_2-E_1)\,H_{AB}G(E_1)G(E_2)H_{BA}.
\]

(d) Branches never increase between poles. For Hermitian \(M_1,M_2\),
\[
|\lambda_j(M_2)-\lambda_j(M_1)|\le\|M_2-M_1\| .
\]

(e) \(D\subseteq A\) is the span of those eigenvectors of \(H_{AA}\) that satisfy \(H_{BA}\phi=0\). All branches decrease strictly if and only if \(D=\{0\}\).

(f) For a simple eigenvalue \(\lambda\) with unit eigenvector \(\phi\), and \(\chi=GH_{BA}\phi\),
\[
\frac{d\lambda}{dE}=-\langle\phi|H_{AB}G\,GH_{BA}|\phi\rangle=-\|\chi\|^2 .
\]
Levels are roots of \(F_j(E)=E-\lambda_j(E)\). At a root the full eigenvector is \(\psi=(\psi_A,\psi_B)=(\phi,\chi)\), before normalization, and its weight in \(A\) is
\[
Z=\frac{\|\psi_A\|^2}{\|\psi\|^2}=\frac1{1-d\lambda/dE},\qquad 0<Z\le1 .
\]
Summed over all normalized eigenvectors of \(H\), the weights give \(n_A\). The simple iteration \(E_{n+1}=\lambda(E_n)\) contracts only for \(|d\lambda/dE|<1\). For a wave-vector component \(k\), the group velocity is
\[
v=\frac1\hbar\frac{dE}{dk}=\frac Z\hbar\,\langle\phi|\partial_kH_{\rm eff}|\phi\rangle .
\]
For \(k\)-independent \(H_{AB}\) the bracket is \(\langle\phi|\partial_kH_{AA}|\phi\rangle+\langle\chi|\partial_kH_{BB}|\chi\rangle\).

## (g) Behaviour at a pole, limits and failures

**Problem.** How many branches diverge at a pole? What happens for \(|E|\to\infty\) and for weak coupling?

**Solution.** Near a pole \(b\), \(H_{\rm eff}=R_b/(E-b)+K(E)\), where \(K\) collects \(H_{AA}\) and the other poles and obeys \(\|K\|\le\kappa\) in a small neighbourhood. Let \(\rho_1\le\dots\le\rho_{n_A}\) be the eigenvalues of \(R_b\), of which \(r=\operatorname{rank}R_b\) are positive and the rest zero. The bound of (d) gives \(|\lambda_j-\rho_j/(E-b)|\le\kappa\) for \(E>b\). For \(E<b\) the negative factor reverses the order and \(\rho_j\) is replaced by \(\rho_{n_A+1-j}\). The top \(r\) branches go to \(+\infty\) as \(E\to b^+\), the bottom \(r\) go to \(-\infty\) as \(E\to b^-\), and the other \(n_A-r\) stay within \(\pm\kappa\).

For \(|E|\to\infty\), \(G\to0\) and the branches tend to the eigenvalues of \(H_{AA}\). Above all poles every \(1/(E-b)\) is positive and the approach is from above; below all poles it is from below. For weak coupling and a simple eigenvalue \(\epsilon\) of \(H_{AA}\) far from the poles, setting \(E=\epsilon\) in the self-energy and taking the expectation value gives the shift \(\sum_b\|P_bH_{BA}\phi\|^2/(\epsilon-b)\) of second-order perturbation theory. The error from freezing \(E\) is the slope times the shift, of fourth order in the coupling. Taking only the expectation value also drops the mixing with other states of \(A\); the off-diagonal self-energy elements are of second order and enter the level squared, so this error is of fourth order too.

The proof used \(H_{BA}=H_{AB}^\dagger\) and real \(b\) and \(E\). It does not apply to non-Hermitian \(H\), to complex \(E\), or to \(E\) inside a continuous spectrum of \(H_{BB}\) that is coupled to \(A\). In a non-orthogonal basis the coupling becomes \(H_{AB}-ES_{AB}\), which itself depends on \(E\), and the identity of (c) no longer holds as written.

## (h) Worked example: AB-stacked bilayer hBN

**Problem.** Use one \(p_z\) orbital per atom, basis \((\mathrm{B1},\mathrm{N1}\,|\,\mathrm{B2},\mathrm{N2})\), and retain the upper layer 1. N2 lies directly below B1, and only this pair is coupled between layers. The inputs are model values chosen for illustration, not measured ones, and the many digits kept below serve only to check the identities. They are the on-site splitting \(\Delta=0.9\) aJ, in-plane hopping \(t=0.4\) aJ, interlayer hopping \(\gamma=0.06\) aJ, lattice constant \(a=2.500\times10^{-10}\) m, layer distance \(d=3.330\times10^{-10}\) m and an unscreened upward field \(F=1.0\times10^9\) V/m. This field is of the order of the dielectric breakdown field of hBN, and the model neglects the screening that reduces the interlayer potential drop in a real bilayer; the value serves only to separate the layer levels clearly. Analyse \(k_x=0.9K\) and \(k_x=K\), with \(K=4\pi/3a\) and \(k_y=0\).

**Solution.** An electron of charge \(-e\) at height \(z\) has energy \(+eFz\), so the layers at \(\pm d/2\) are shifted by \(\pm U/2\), with \(U=eFd=(1.602176634\times10^{-19})(1.0\times10^9)(3.330\times10^{-10})\ \mathrm J=0.053352\) aJ. With \(+\Delta/2\) on boron and \(-\Delta/2\) on nitrogen, \(\epsilon_{B1}=0.476676\), \(\epsilon_{N1}=-0.423324\), \(\epsilon_{B2}=0.423324\), \(\epsilon_{N2}=-0.476676\) aJ. In both layers the three B-to-N bond vectors have \(x\) components \(0,\pm a/2\), so the Bloch sum is \(f=1+2\cos(k_xa/2)\) and \(df/dk_x=-a\sin(k_xa/2)\). The vertical bond has no in-plane component and carries no phase:
\[
H_{AA}=\begin{pmatrix}\epsilon_{B1}&-tf\\-tf&\epsilon_{N1}\end{pmatrix},\quad
H_{BB}=\begin{pmatrix}\epsilon_{B2}&-tf\\-tf&\epsilon_{N2}\end{pmatrix},\quad
H_{AB}=\begin{pmatrix}0&\gamma\\0&0\end{pmatrix}.
\]
Only \(g=G_{N2,N2}\) enters, and only in the B1–B1 element: \((H_{\rm eff})_{11}=\epsilon_{B1}+\gamma^2g\). The cofactor rule gives
\[
g(E)=\frac{E-\epsilon_{B2}}{(E-\epsilon_{B2})(E-\epsilon_{N2})-t^2f^2}.
\]
With \(x=E+U/2\) the denominator is \((x-\Delta/2)(x+\Delta/2)-t^2f^2=x^2-R^2\), \(R=\sqrt{\Delta^2/4+t^2f^2}\). The poles are at \(x=\mp R\), and the residue of \(\gamma^2(x-\Delta/2)/[(x-R)(x+R)]\) there is \(\gamma^2(\mp R-\Delta/2)/(\mp2R)=\tfrac{\gamma^2}{2}(1\pm\Delta/2R)\).

*The point \(k_x=0.9K=1.50796\times10^{10}\ \mathrm{m^{-1}}\).* Here \(k_xa/2=0.6\pi\), \(f=0.381966\), \(tf=0.152786\) aJ and \(R=\sqrt{0.45^2+0.152786^2}=0.475230\) aJ. The poles \(-U/2\mp R\) are \(-0.501906\) and \(0.448554\) aJ, with residues \(3.5044\times10^{-3}\) and \(9.5563\times10^{-5}\ \mathrm{aJ^2}\). The kernel of \(H_{BA}\) is the N1 orbital, but \(H_{AA}\) maps it to \((-tf,\epsilon_{N1})\), which is not proportional to it. So \(D=\{0\}\), and both branches are strict although the coupling has rank one.

At \(E=0\),
\[
g=\frac{-0.423324}{(-0.423324)(0.476676)-0.152786^2}=1.88034\ \mathrm{aJ^{-1}},
\]
and \((H_{\rm eff})_{11}=0.476676+0.06^2\times1.88034=0.483445\) aJ. The branches of a real symmetric \(2\times2\) matrix are the mean of the diagonal plus or minus the root of the squared half-difference and the squared off-diagonal element:
\[
\lambda_{1,2}=\frac{0.483445-0.423324}{2}\mp\sqrt{\Big(\frac{0.483445+0.423324}{2}\Big)^2+0.152786^2},
\]
which gives \(-0.44838\) and \(+0.50850\) aJ. Values computed by numerical diagonalization of \(H_{\rm eff}(E)\), all in aJ, are:

| \(E\) | \((H_{\rm eff})_{11}\) | \(\lambda_1\) | \(\lambda_2\) |
|---|---|---|---|
| −0.80 | 0.464844 | −0.448872 | 0.490392 |
| −0.60 | 0.440860 | −0.449541 | 0.467077 |
| −0.52 | 0.282894 | −0.454961 | 0.314531 |
| −0.49 | 0.770907 | −0.442561 | 0.790144 |
| 0.00 | 0.483445 | −0.448375 | 0.508497 |
| 0.20 | 0.481285 | −0.448432 | 0.506393 |
| 0.44 | 0.469225 | −0.448753 | 0.494654 |
| 0.46 | 0.488668 | −0.448239 | 0.513584 |
| 0.80 | 0.479640 | −0.448475 | 0.504792 |

Both branches fall inside each of the three intervals and are higher just after each pole than just before it. At \(E=\mp0.80\) aJ they lie below and above the isolated-layer levels \(-0.448554\) and \(0.501906\) aJ, as (g) requires. The divergence of \(\lambda_1\) to \(-\infty\) left of a pole is not yet visible at \(-0.52\) or \(0.44\) aJ: by (f) the slope of a branch is \(d(H_{\rm eff})_{11}/dE\) times the B1 weight of its eigenvector, and with \(\delta=[(H_{\rm eff})_{11}-\epsilon_{N1}]/2\) these weights are \(\tfrac12\big(1\mp\delta/\sqrt{\delta^2+t^2f^2}\big)\) for \(\lambda_{1,2}\). So \(\lambda_2\) carries most of the fall as long as \((H_{\rm eff})_{11}>\epsilon_{N1}\), and \(\lambda_1\) takes over closer to the pole. At \(E=0\) the slopes are \(-3.7665\times10^{-4}\) and \(-1.4010\times10^{-2}\), in agreement with central finite differences of the branches. The identity of (c) for \(E_1=0\), \(E_2=0.2\) aJ gives
\[
0.2\left[\frac{3.5044\times10^{-3}}{(0.501906)(0.701906)}+\frac{9.5563\times10^{-5}}{(-0.448554)(-0.248554)}\right]=2.1609\times10^{-3}\ \mathrm{aJ},
\]
which matches \(0.483445-0.481285\) within the rounding of the table.

The roots of \(F_j\) were found by a bracketing root search on each branch and interval, and agree with diagonalization of the full \(4\times4\) matrix, as does \(Z\) with \(\|\psi_A\|^2\).

| branch | \(E\)/aJ | slope | \(Z\) | \(v\)/(m/s) |
|---|---|---|---|---|
| 1 | −0.506884 | −32.57058 | 0.029788 | \(+3.02498\times10^5\) |
| 1 | −0.446967 | −0.02716 | 0.973562 | \(+2.73503\times10^5\) |
| 2 | +0.446967 | −36.82391 | 0.026438 | \(-2.73503\times10^5\) |
| 2 | +0.506884 | −0.03070 | 0.970212 | \(-3.02498\times10^5\) |

Two branches produce four levels, one, two and one in the three intervals, and the weights add to \(2.000000\). The count of (b) gives \(1+0\) levels below \(-0.49\) aJ, \(1+1\) below \(0\) and \(2+1\) below \(0.46\) aJ, as the list shows. The first and third roots lie just left of a pole, live mainly in the eliminated layer, and repel the simple iteration, since their slopes far exceed one in magnitude. For the first root \(Z=1/(1+32.57058)=0.029788\). Both \(\partial_kH_{AA}\) and \(\partial_kH_{BB}\) have off-diagonal elements \(-t\,df/dk_x\), with \(df/dk_x=-2.37764\times10^{-10}\) m, and the bracket of (f) is \(1.07092\times10^{-27}\) J m, so
\[
v=\frac{0.029788\times1.07092\times10^{-27}}{1.054571818\times10^{-34}}=3.025\times10^5\ \mathrm{m/s},
\]
equal to the finite-difference slope of the full band divided by \(\hbar\).

The levels come in pairs \(\pm E\) whose weights add to one, which is special to this model. The exchange B1↔N2, N1↔B2 reverses the sign of the diagonal, since \(\epsilon_{B1}=-\epsilon_{N2}\) and \(\epsilon_{N1}=-\epsilon_{B2}\), and maps the hoppings onto each other. Alternating signs along the chain N1–B1–N2–B2 then reverse every hopping. \(H\) is thus unitarily equivalent to \(-H\) by an operation that swaps the layers.

*The point \(K=1.67552\times10^{10}\ \mathrm{m^{-1}}\).* Now \(f=1+2\cos(2\pi/3)=0\). N1 is an eigenvector of \(H_{AA}\) annihilated by \(H_{BA}\), so it spans \(D\), and \(\epsilon_{N1}\) is an eigenvalue at all \(E\). The factor \(E-\epsilon_{B2}\) cancels in \(g=1/(E-\epsilon_{N2})\): the only pole is \(\epsilon_{N2}\), and \(\epsilon_{B2}\) is removable. The falling eigenvalue \(\epsilon_{B1}+\gamma^2/(E-\epsilon_{N2})\) meets the flat one when \(\gamma^2/(E-\epsilon_{N2})=\epsilon_{N1}-\epsilon_{B1}=-\Delta\), at \(E=-0.476676-0.06^2/0.9=-0.480676\) aJ. Left of this point \(\lambda_1\) is flat and \(\lambda_2\) falls; between it and the pole the roles are exchanged; right of the pole \(\lambda_1\) is flat again.

The roots on the falling eigenvalue obey \((E-\epsilon_{B1})(E-\epsilon_{N2})=\gamma^2\). Since \(\epsilon_{N2}=-\epsilon_{B1}\), \(E=\pm\sqrt{0.476676^2+0.06^2}=\pm0.480438\) aJ. The upper one has \(Z=[1+0.06^2/(0.480438+0.476676)^2]^{-1}=0.996086\), the lower one \(Z=0.003914\). The flat eigenvalue gives the root \(-0.423324\) aJ with \(Z=1\). Full diagonalization gives a fourth level, \(+0.423324\) aJ, the bare B2 orbital with zero weight in \(A\), which is not a root of \(E=\lambda_j(E)\) on any branch; the three weights found already add to two. The field matters here: at \(U=0\) the N1 level would coincide with the pole \(\epsilon_{N2}\), where \(H_{\rm eff}\) is undefined, so a level sitting at a pole can fall outside part (a) even when it lies wholly in \(A\). The coincidence at \(U=0\) is a property of the model, which gives both nitrogen sites the same on-site energy; in AB stacking N2 lies below a boron atom and N1 has no vertical neighbour, so no symmetry forces their energies to be equal in the real material.

## Table of computed values

```
e = 1.602176634e-19 C, hbar = 1.054571818e-34 J s, 1 aJ = 1e-18 J = 6.24151 eV
Delta = 0.9 aJ, t = 0.4 aJ, gamma = 0.06 aJ
a = 2.500e-10 m, d = 3.330e-10 m, F = 1.0e+09 V/m, U = eFd = 0.053352 aJ
eps_B1 = 0.476676, eps_N1 = -0.423324, eps_B2 = 0.423324, eps_N2 = -0.476676 aJ
K = 1.67552e+10 1/m, kx = 0.9 K = 1.50796e+10 1/m
f = 0.381966, t f = 0.152786 aJ, df/dkx = -2.37764e-10 m, R = 0.475230 aJ
layer-1 levels U/2 -+ R = -0.448554, 0.501906 aJ
poles = -0.501906, 0.448554 aJ; residues = 3.5044e-03, 9.5563e-05 aJ^2
E/aJ   g/(1/aJ)   Heff_11/aJ   lam1/aJ   lam2/aJ   slope1   slope2 (dimensionless)
-0.80 -3.28686 +0.464844 -0.448872 +0.490392 -1.0744e-03 -3.8425e-02
-0.60 -9.94905 +0.440860 -0.449541 +0.467077 -1.0419e-02 -3.5387e-01
-0.52 -53.82841 +0.282894 -0.454961 +0.314531 -4.4011e-01 -1.0265e+01
-0.49 +81.73081 +0.770907 -0.442561 +0.790144 -3.8578e-01 -2.4335e+01
-0.20 +3.18343 +0.488137 -0.448253 +0.513066 -1.0029e-03 -3.7672e-02
+0.00 +1.88034 +0.483445 -0.448375 +0.508497 -3.7665e-04 -1.4010e-02
+0.20 +1.28007 +0.481285 -0.448432 +0.506393 -2.2773e-04 -8.4322e-03
+0.44 -2.06979 +0.469225 -0.448753 +0.494654 -3.5311e-02 -1.2747e+00
+0.46 +3.33115 +0.488668 -0.448239 +0.513584 -1.8993e-02 -7.1421e-01
+0.60 +1.05871 +0.480488 -0.448453 +0.505617 -1.8576e-04 -6.8670e-03
+0.80 +0.82325 +0.479640 -0.448475 +0.504792 -7.4966e-05 -2.7663e-03
Heff_11(0) - Heff_11(0.2 aJ) = 2.160940e-03 aJ
root 1: branch 1, E = -0.506884 aJ, full diag -0.506884 aJ
  slope = -32.57058, Z = 0.029788, |psi_A|^2 = 0.029788
  <dHeff/dk> = +1.07092e-27 J m, v = +3.02498e+05 m/s, fin. diff. +3.02498e+05 m/s
root 2: branch 1, E = -0.446967 aJ, full diag -0.446967 aJ
  slope = -0.02716, Z = 0.973562, |psi_A|^2 = 0.973562
  <dHeff/dk> = +2.96261e-29 J m, v = +2.73503e+05 m/s, fin. diff. +2.73503e+05 m/s
root 3: branch 2, E = +0.446967 aJ, full diag +0.446967 aJ
  slope = -36.82391, Z = 0.026438, |psi_A|^2 = 0.026438
  <dHeff/dk> = -1.09095e-27 J m, v = -2.73503e+05 m/s, fin. diff. -2.73503e+05 m/s
root 4: branch 2, E = +0.506884 aJ, full diag +0.506884 aJ
  slope = -0.03070, Z = 0.970212, |psi_A|^2 = 0.970212
  <dHeff/dk> = -3.28800e-29 J m, v = -3.02498e+05 m/s, fin. diff. -3.02498e+05 m/s
sum of Z over the four roots = 2.000000 (= dim A)
K point: mid = 0.000000 aJ, half splitting = 0.480438 aJ
K point: full levels -0.480438, -0.423324, +0.423324, +0.480438 aJ
K point: root E = -0.480438 aJ, branch 1, Z = 0.003914
K point: root E = -0.423324 aJ, branch 1, Z = 1.000000
K point: root E = +0.480438 aJ, branch 2, Z = 0.996086
K point: missed level eps_B2 = +0.423324 aJ, weight in A = 0.0
K point: falling branch crosses flat one at E = -0.480676 aJ
```
